# Uniform k-Grid Convergence for Insulators Whose Filled Bands Cross, part 2

When filled bands of an insulator cross, how fast does a uniform $k$-grid converge for their total energy and for one band alone? The grid is $k_j=2\pi j/N$ ($N\times N$ in two dimensions). Energies are in hartree without a spin factor, and "error" is the grid mean minus the exact zone mean. For $F(k)=\sum_n c_n e^{ink}$,

$$\text{error}=\sum_{l\neq0}c_{lN}.$$

The model has orbitals A, B, C, $g=1+e^{ik_1}+e^{ik_2}$ and

$$H_{AB}=-tg,\qquad H_{BC}=-sg,\qquad H_{CA}=-sg\,e^{-i(k_1+k_2)},$$

with diagonal $(m,-m,\Delta)$, $t=0.05$, $s=0.10$, $\Delta=0.30$ Ha, and $m=0$ or $0.005$ Ha. Of the ordered levels $E_1,E_2,E_3$ the lowest two are filled, and $E=E_1+E_2$.

The chain is the line $k_1=-k_2=k$, where $g$ becomes $f=1+2\cos k$ and $H=H_0+fM$, with $H_0=\mathrm{diag}(m,-m,\Delta)$. For $m=0$ its level odd under A$\leftrightarrow$B is $tf$, and the even ones are

$$E_\pm=\tfrac12(\Delta-tf)\pm\tfrac12\sqrt{\mathcal D},\qquad \mathcal D=(\Delta+tf)^2+8s^2f^2 .$$

The valence levels cross at $\pm k_0$, $k_0=2\pi/3$, with signed splitting $\delta=tf-E_-$. The kinks there give, for $3|N$,

$$\text{error}(E_1)=\frac{2\pi t}{\sqrt3N^2}+O(N^{-4}),$$

and $-\frac13$ of this leading term for other $N$.

A closed curve $\Gamma$, at distance $d$ from the spectrum, encloses only the valence levels $E_v$. With $G=(z-H)^{-1}$,

$$P(k)=\frac{1}{2\pi i}\oint_\Gamma G(z,k)\,dz=\sum_v|v\rangle\langle v|,\qquad E(k)=\mathrm{Tr}\,H(k)P(k)=\sum_vE_v .$$

Also $p(z,k)=\det(z-H(k))$. $P$, $E$ and $\mathrm{Tr}\,H^jP$ are analytic in a strip around real $k$, of guaranteed half-width $0.2206$ (chain) or $0.2231$ (two dimensions) at $m=0$. With $B_\eta$ (printed as `M_eta`) the largest sampled $|E|$ on lines shifted by $\eta=0.2$, the error bounds are $2B_\eta/(e^{\eta N}-1)$ on the chain and $8B_\eta x/(1-x)^2$, $x=e^{-\eta N}$, in two dimensions. The printed mean-value defect compares an average over a ring of radius $\rho$ around $k_0$ with the value at its centre.

## The true rate

A simple root of $p(z,k)$ is an analytic function of $k$ by the implicit function theorem. In this model $\mathrm{Tr}H=\Delta$, so $E=\Delta-E_3$, and $E$ continues upward from the real axis until the continuation of $E_3$ meets a valence level. For $m=0$ this is a zero of $\mathcal D$: $\Delta+tf=\pm2\sqrt2\,isf$. The upper sign gives

$$f_b=-\frac{\Delta}{t-2\sqrt2\,is}=-\frac{\Delta\,(t+2\sqrt2\,is)}{t^2+8s^2}=-0.181818-1.028519\,i,$$

with $t^2+8s^2=0.0825$ Ha². Then $\cos k_b=(f_b-1)/2=-0.590909-0.514260\,i$. With $k_b=\alpha+i\kappa$, the identities $|\cos k_b-1|=2|\sin(k_b/2)|^2=\cosh\kappa-\cos\alpha$ and $|\cos k_b+1|=2|\cos(k_b/2)|^2=\cosh\kappa+\cos\alpha$ give

$$\cosh\kappa=\tfrac12(1.671962+0.657129)=1.164545,\qquad\cos\alpha=-0.507416,$$

so $k_b=2.102980+0.566075\,i$. The true half-width $0.566$ exceeds the guaranteed $0.2206$, as it must. Since $f_b$ is proportional to $\Delta$, the branch point tends to the zero of $f$ at $k_0=2.094395$ as $\Delta\to0$, and at $\Delta=0.30$ Ha $\alpha$ still lies close to $k_0$. It is a meeting of $E_-$ with $E_+$, and its distance from the real axis is set by $\Delta$ together with $t$ and $s$, not by the degeneracy of the two valence levels at $k_0$. For small $\Delta$, $f\approx-\sqrt3(k-k_0)$ gives $\kappa\approx2\sqrt2\,s\Delta/[\sqrt3(t^2+8s^2)]=1.979\,\Delta/\text{Ha}$, against closed-form values $0.01983$ at $\Delta=0.01$ Ha and $0.19935$ at $\Delta=0.1$ Ha.

The prefactor follows from the local form. At a branch point $p=p_z=0$, so to leading order $\frac12p_{zz}(z-z_b)^2+p_k(k-k_b)=0$. Just below the point put $k=k_b-iu$ with $u>0$:

$$z=z_b+\beta\sqrt u,\qquad\beta^2=\frac{2i\,p_k}{p_{zz}},$$

with the sign of $\beta$ fixed by following the chosen level up from the real axis. For $E=\Delta-E_3$ the coefficient is $\beta=-\beta_3$. To evaluate $c_{-n}=\frac1{2\pi}\int Fe^{ink}dk$ for $n>0$, push the path above $k_b$, leaving a detour down the left side and up the right side of a vertical cut $k=k_b+iv$. Since $u=i(k-k_b)$, going round to the right side raises $\arg u$ from 0 to $\pi$, so $\sqrt u=i\sqrt v$, and on the left side $\sqrt u=-i\sqrt v$. Terms with integer powers of $u$ are equal on both sides and cancel. With $dk=i\,dv$ and $\int_0^\infty v^{1/2}e^{-nv}dv=\sqrt\pi/(2n^{3/2})$, the cut gives

$$\frac{1}{2\pi}\,(2i\beta)\,(i)\,e^{ink_b}\frac{\sqrt\pi}{2n^{3/2}}=-\frac{\beta\,e^{ink_b}}{2\sqrt\pi\,n^{3/2}} .$$

$F$ is even and real on the real axis, so $F(-k^*)=F(k)^*$. There is a second branch point at $-k_b^*$ whose contribution is the complex conjugate, and $c_n=c_{-n}$. The raised horizontal path and the terms with $|l|\ge2$ are exponentially smaller. Thus

$$\text{error}\approx-\frac{2\,\mathrm{Re}\,[\beta e^{iNk_b}]}{\sqrt\pi\,N^{3/2}} .$$

If the singular part is $\beta\sqrt u\,(1+\gamma u+\dots)$, then $u=-v$ on the cut and $\int v^{3/2}e^{-nv}dv$ is $3/(2n)$ times the integral above, so $\beta$ is multiplied by $1-3\gamma/(2N)$. The correction is $O(1/N)$ relative to the envelope $2|\beta|e^{-\kappa N}/(\sqrt\pi N^{3/2})$, and not relative to the oscillating value.

For $m=0$, $p=(z-tf)[(z-z_0)^2-\mathcal D/4]$ with $z_0=\frac12(\Delta-tf)$. At the branch point $p_{zz}=2(z_b-tf)$ and $p_k=-(z_b-tf)\mathcal D'/4$, so $\beta^2=-i\mathcal D'/4$. Writing $\mathcal D=(t^2+8s^2)(f-f_b)(f-f_b^*)$, the derivative is $\mathcal D'=0.0825\,(-2.057038\,i)(-2\sin k_b)$. With $\sin k_b=\sin\alpha\cosh\kappa+i\cos\alpha\sinh\kappa=1.00349-0.30282\,i$ this gives $\beta^2=0.08515-0.02570\,i$ Ha². The root selected by the numerical continuation is $\beta=-0.295034+0.043547\,i$ Ha, with $|\beta|=0.29823$ Ha. At $N=60$, $e^{-33.9645}=1.7758\times10^{-15}$ and $\sqrt\pi\,60^{3/2}=823.76$, so the envelope is $1.286\times10^{-18}$ Ha. The phase is $\arg(-\beta)+60\alpha-40\pi=-0.1465+0.5151=0.3686$, whose cosine is $0.9329$. The predicted error is $1.1995\times10^{-18}$ Ha, and diagonalization with 40 digits gives $1.2220\times10^{-18}$ Ha, a difference of 1.7% of the envelope. At $N=61$ the pair is $-5.58\times10^{-19}$ and $-5.64\times10^{-19}$ Ha. At $N=80$ the formula gives $1.68\times10^{-25}$ Ha and the computation $1.23\times10^{-25}$ Ha. That is 27% of the predicted value but 0.45% of the envelope $1.011\times10^{-23}$ Ha, because the cosine is only $0.017$ there. The test requires agreement within $2/N$ of the envelope.

The projector has the same $\kappa$ with a different power. In the even block the upper level has weight $\frac12[1+(\Delta+tf)/\sqrt{\mathcal D}]$ on C, so $P_{CC}=\frac12[1-(\Delta+tf)/\sqrt{\mathcal D}]$, with zone mean $0.150291$. The singularity is $u^{-1/2}$, and the cut integral $\int v^{-1/2}e^{-Nv}dv$ gives $N^{-1/2}e^{-\kappa N}$. This power is derived here but not tested.

## An avoided crossing

Setting $m=0.005$ Ha breaks the mirror symmetry and opens a splitting $2m=0.010$ Ha at $k_0$. No degeneracy is left at real $f$. At $f=0$ the levels are $m,-m,\Delta$. At real $f\ne0$ a double level $z$ would make $H-z$ a matrix of rank one, for which $(H-z)_{AA}=H_{AB}H_{AC}/H_{BC}=-tf$ and $(H-z)_{BB}=H_{AB}H_{BC}/H_{AC}=-tf$, forcing $m=-m$. Each band is now analytic on the real axis, but the two valence bands only in a narrow strip; $E_3=\Delta-E$ shares the wide strip of the sum. The branch points are the roots of the discriminant of $p$ with respect to $z$, a real polynomial of degree six in $f$ with three conjugate pairs of roots. Following $E_3$ vertically up to each one shows whether it takes part in the coalescence:

| $k_b$ | levels that meet |
|---|---|
| $2.089699+0.057050\,i$ | valence–valence |
| $2.102907+0.565858\,i$ | valence–conduction |
| $3.069522+0.968940\,i$ | valence–valence |

The first comes from the crossing at $f=0$. The diagonal $(m,-m)$ couples the odd and even vectors with strength $m$, so for small $m$ the splitting is about $\sqrt{\delta^2+4m^2}$. With $\delta\approx2tf$ it vanishes at $f=\mp im/t$, that is $k-k_0=\pm im/(\sqrt3t)$. The estimate $0.057735$ is 1.2% above the computed $0.057050$. It needs the neglected term $2s^2f^2/\Delta$ in $\delta$ to be small against $2tf$, and the neglected term $\frac12(k-k_0)^2$ in $f$ to be small against $\sqrt3\,(k-k_0)$. The ratios here are $s^2m/(t^2\Delta)=0.067$ and $m/(6t)=0.017$. Each neglected term is the square of an imaginary quantity, so at first order it moves the real part of $k_b$ and not $\kappa$. The third point lies near the $m=0$ meeting at $f=-2$, where $\cos k=-3/2$.

The first point lies inside the guaranteed strip, $0.057<0.2$. Going once round it exchanges two roots that both lie inside $\Gamma$: they are $z_b\pm\beta\sqrt u$, and the square root drops out of their sum. For $E_1$ alone it controls the error. With $\beta=-0.029690+0.002422\,i$ Ha the formula gives $-1.3166\times10^{-10}$ Ha at $N=200$, against $-1.3602\times10^{-10}$ Ha from diagonalization, a ratio of $1.033$. The conjugate point at distance $2\kappa$ supplies the factor $\sqrt{1-u/2\kappa}$, so $\gamma\approx-1/(4\kappa)$ and the correction is $3/(8\kappa N)=0.033$. At $N=201$ the ratio is $6.4968/6.4065=1.014$. An imaginary part of $\gamma$, not computed here, enters through $\mathrm{Im}[\beta e^{iNk_b}]$, which is nearly zero at $N=200$, where the value equals the envelope to the digits shown, and is not small at $N=201$. Both cases are tested within $10/N$ of the envelope.

The sum barely notices. Its rate moves from $0.566075$ to $0.565858$, and its 40-digit error at $N=60$ is $1.2390\times10^{-18}$ Ha, against $1.2162\times10^{-18}$ Ha from the formula evaluated at the valence–conduction point. At $N=48$ the error of $E_1$ is $7.1\times10^{-6}$ Ha and that of $E$ is $1.6\times10^{-15}$ Ha (the double-precision output shows $2.0\times10^{-15}$ Ha, the difference being rounding). As $m\to0$ the rate for a single valence band goes to zero and the $1/N^2$ law is recovered on grids with $\kappa N\ll1$, while the rate for the sum tends to the finite value set by the valence–conduction branch point. The common gap of $0.15$ Ha does not fix that value by itself: at $\Delta=3t$, where the common gap closes but the levels stay apart at each $k$, the closed form for $m=0$ still gives $\kappa=0.297$.

## A cone, where no relabelling exists

In two dimensions with $m=0$, $g$ vanishes only where $e^{ik_1}$ and $e^{ik_2}$ are $\omega$ and $\omega^*$ in either order, $\omega=e^{2\pi i/3}$, since three unit vectors that sum to zero form an equilateral triangle. These are the points $\pm K$, $K=(k_0,-k_0)$. There are no other valence degeneracies. At one, $H-z$ would be a positive matrix of rank one, which requires $-z=t|g|$ and $\Delta-z=s^2|g|/t$, hence $|g|=t\Delta/(s^2-t^2)=2$, and also requires $H_{AB}H_{BC}H_{CA}=-ts^2\phi^3>0$ with $\phi=ge^{-i(k_1+k_2)/3}$. So $\phi^3=-8$. But $\phi$, and $\phi$ times any cube root of unity, is a sum of three phases $e^{i\theta_j}$ with $\sum\theta_j$ a multiple of $2\pi$. Its real part is $\cos\theta_1+\cos\theta_2+\cos(\theta_1+\theta_2)\ge2y^2-2|y|-1\ge-\frac32$ with $y=\cos\frac12(\theta_1+\theta_2)$, so it never reaches $-2$.

Near $K$, $g\approx i(\omega q_1+\omega^*q_2)$ and $|g|^2\approx Q=q_1^2-q_1q_2+q_2^2$, using $2\,\mathrm{Re}\,\omega^2=-1$. The coupling to C acts only at second order in $q$, so $E_2-E_1\approx2t\sqrt Q$, which the program tests in eight directions. If the two levels could be relabelled as differentiable functions, their difference would start as a linear form $a\cdot q$, whose square vanishes along a line, whereas $4t^2Q$ is positive in every direction. No relabelling removes this singularity.

Its effect on $E_1$ follows from $E_1=\frac12E-\frac12\sqrt W$, where $W=(E_2-E_1)^2=2\,\mathrm{Tr}H^2P-E^2$ is analytic by the contour argument. Expanding $W=4t^2Q+W_3+\dots$ with $W_3$ cubic, the singular part of $E_1$ is $-t\sqrt Q-W_3/(8t\sqrt Q)+\dots$. By scaling, a singular term homogeneous of degree $\nu$ has Fourier coefficients of order $|R|^{-\nu-2}$. For the leading term use $|y|e^{-\epsilon|y|}$, which differs from $|y|$ near the origin by an analytic term and a cubic one. Its transform is $2\pi\int_0^\infty y^2e^{-\epsilon y}J_0(yr)\,dy$. Inserting $J_0(yr)=\frac1{2\pi}\int e^{iyr\cos\theta}d\theta$ gives $\int_0^\infty e^{-\epsilon y}J_0\,dy=\frac1{2\pi}\int d\theta/(\epsilon-ir\cos\theta)=(\epsilon^2+r^2)^{-1/2}$, and two derivatives with respect to $\epsilon$ supply the factor $y^2$:

$$2\pi\,\frac{2\epsilon^2-r^2}{(\epsilon^2+r^2)^{5/2}}\;\longrightarrow\;-\frac{2\pi}{r^3}\qquad(r\gg\epsilon).$$

The integral is tested by quadrature. Write $Q=q^TAq$ with $A_{11}=A_{22}=1$, $A_{12}=-\frac12$, $\det A=\frac34$. The substitution $y=A^{1/2}q$ gives the Jacobian $2/\sqrt3$ and $r^2=R^TA^{-1}R=\frac43\Lambda(R)$ with $\Lambda=R_1^2+R_1R_2+R_2^2$. Each cone contributes

$$c_R\approx\frac{(-t)(-2\pi)}{4\pi^2}\,\frac{2}{\sqrt3}\left(\frac34\right)^{3/2}\frac{e^{\mp iR\cdot K}}{\Lambda^{3/2}}=\frac{3t}{8\pi}\,\frac{e^{\mp iR\cdot K}}{\Lambda^{3/2}} .$$

For $3|N$ the phases are 1, and the two cones give

$$\text{error}(E_1)\approx\frac{3t}{4\pi}\frac{S}{N^3},\qquad S=\sum_{(n_1,n_2)\ne0}\Lambda(n)^{-3/2}=11.0342 .$$

The constant is $3\times0.05\times11.0342/4\pi=0.13171$ Ha. The difference of the grids $N=96$ and 192, multiplied by $\frac87\,96^3$, gives $0.13072$ Ha, lower by 0.8% of the constant and within the tested 2%. The term $W_3/\sqrt Q$ is odd in $q$, so for $3|N$, where the phases are 1, its $N^{-4}$ contributions cancel between $R$ and $-R$. For other $N$ the phases $e^{\mp iR\cdot K}$ differ between $R$ and $-R$ and an $N^{-4}$ term survives. The next term is not computed here.

The means are $-0.1110350610$ Ha ($-3.0214$ eV) for $E$, taken from the $N=96$ grid and checked against $N=192$, and $-0.17940178$ Ha for $E_1$, extrapolated from the same two grids. The errors in hartree are:

| $N$ | $E_1$ | cone formula | $E$ |
|---|---|---|---|
| 6 | $6.24\times10^{-4}$ | $6.10\times10^{-4}$ | $1.0\times10^{-5}$ |
| 12 | $7.98\times10^{-5}$ | $7.62\times10^{-5}$ | $2.7\times10^{-9}$ |
| 18 | $2.18\times10^{-5}$ | $2.26\times10^{-5}$ | $1.3\times10^{-12}$ |
| 24 | $9.03\times10^{-6}$ | $9.53\times10^{-6}$ | $8\times10^{-16}$ |

On these small grids $E_1$ departs from the cone formula by $+2\%$, $+5\%$, $-3\%$ and $-5\%$ of the formula's value. The deviation changes sign and is not yet shrinking at $N=24$, so these rows do not fix the order of the correction. The error of $E$ falls by more than three orders of magnitude for each six points per direction and is at rounding level in the last row, where the entry is the extended-precision value and double precision prints $1\times10^{-16}$ Ha. Between $N=6$ and $18$ the mean rate is about $1.3$ per point. It includes any power-law prefactor, so it need not be the asymptotic rate, which is not derived here. What is proved is the bound with $\eta=0.2$, which every row satisfies and which is as weak as $1.7\times10^{-2}$ Ha at $N=24$.

## Where the result stops

The proof needs a curve $\Gamma$ that no level touches. If only band 1 of the model were filled, the crossing would lie at the boundary between filled and empty states, no such curve would exist at $k_0$, and the $N^{-2}$ and $N^{-3}$ laws found above would be the laws for the filled-band energy. With the present parameters that filling is formal: at $k=\pi$ on the chain, $f=-1$ and $E_2=E_-=0.175-\frac12\sqrt{0.1425}=-0.014$ Ha lies below the top of band 1, which is 0 at $k_0$, so a common Fermi level would not fill band 1 alone. A crossing is harmless only when both levels are on the same side of the gap.

A gap that is open at each $k$ but not common to all $k$ still makes the sum of the lowest $n$ levels analytic, because analyticity is local and $\Gamma$ may be chosen afresh in a neighbourhood of each real $k$. In the chain this is the case $0<\Delta<3t$, which includes the values $\Delta=0.1$ and $0.01$ Ha used above: the odd level meets an even one only at $f\le0$, where it is at most zero and $E_+\ge\Delta$. The electrons, however, then fill states up to a common Fermi level, the number of filled levels changes with $k$, and the physical energy is no longer that sum.

The proof also needs $H(k)$ analytic, which means matrix elements between cells that decay exponentially with distance. If they decay as a power, $H(k)$ itself is not analytic and $P$ in general inherits the defect. If they decay exponentially, the edge of the strip of $H$ can limit the rate before any valence–conduction branch point is reached. In the model the hopping has finite range, $H$ is entire, and the branch point alone decides.

The program that tests these formulas, and its output, follow this text.

## Computed results

```
t = 0.05 Ha, s = 0.1 Ha, Delta = 0.3 Ha, m = 0 or 0.005 Ha
contour centre = -0.175 Ha, radius = 0.4 Ha, eta = 0.2, k0 = 2.094395
min E1 = -0.405234 Ha, max E2 = 0.150000 Ha, min E3 = 0.300000 Ha
gap = 0.150000 Ha = 4.0817 eV, distance contour-spectrum d = 0.075000 Ha
dE1/dk at k0: left 0.086603 Ha, right -0.086603 Ha, -2 sqrt3 t = -0.173205 Ha
max deviation contour vs diagonalization (P and E) = 1.1e-15
mean-value defect, rho = 0.1: P 2.2e-16, E 7.4e-17 Ha, E1 5.568e-03 Ha
E'' at k = 1.0000: formula 0.086229 Ha, finite difference 0.086229 Ha
E'' at k = 2.0944: formula -0.400000 Ha, finite difference -0.400000 Ha
|M| = 0.168614 Ha, bounds at eta: chain 0.067896 Ha, 2D 0.066421 Ha
guaranteed strip: chain 0.2206, 2D 0.2231; M_eta: chain 0.2597 Ha, 2D 0.2567 Ha
exact means m=0: E1 -0.1633752574 Ha, E2 0.0604995251 Ha
exact mean E = -0.1028757323 Ha = -2.799391 eV, mean P_CC = 0.15029134
N=6: err E1 5.366e-03, E2 -4.457e-03, E 9.09e-04, bound 2.2e-01 Ha; P 7.4e-03
N=12: err E1 1.257e-03, E2 -1.247e-03, E 9.84e-06, bound 5.2e-02 Ha; P 1.8e-04
N=24: err E1 3.145e-04, E2 -3.145e-04, E 3.75e-09, bound 4.3e-03 Ha; P 1.4e-07
N=25: err E1 -8.067e-05, E2 8.067e-05, E -1.09e-09, bound 3.5e-03 Ha; P 5.1e-08
N=48: err E1 7.870e-05, E2 -7.870e-05, E 1.61e-15, bound 3.5e-05 Ha; P 1.2e-13
N=300: N^2 err E1 = 0.181379 Ha, kink formula 0.181380 Ha
N=3001: N^2 err E1 = -0.060379 Ha, kink formula -0.060460 Ha
N for 1e-8 Ha: E from N = 22 (checked to 60); E1 about 4259 (kink formula)
m=0: f_b = -0.181818-1.028519j, k_b = 2.102980+0.566075j
closed-form kappa at Delta = 0.1 Ha: 0.19935
closed-form kappa at Delta = 0.01 Ha: 0.01983
m=0.005: branch point k_b = 2.089699+0.057050j, type vv
m=0.005: branch point k_b = 2.102907+0.565858j, type vc
m=0.005: branch point k_b = 3.069522+0.968940j, type vv
estimate m/(sqrt3 t) = 0.057735, splitting at k0 = 0.010000 Ha
m=0.0: mean E = -0.1028757323 Ha, beta of E = -0.295034+0.043547j Ha
  N=60: err E 1.2220e-18, formula 1.1995e-18, envelope 1.286e-18 Ha
  N=61: err E -5.6439e-19, formula -5.5817e-19, envelope 7.121e-19 Ha
  N=80: err E 1.2298e-25, formula 1.6846e-25, envelope 1.011e-23 Ha
m=0.005: mean E = -0.1028859725 Ha, beta of E = -0.294884+0.043307j Ha
  N=60: err E 1.2390e-18, formula 1.2162e-18, envelope 1.302e-18 Ha
  N=61: err E -5.6986e-19, formula -5.6362e-19, envelope 7.212e-19 Ha
  N=80: err E 7.1750e-26, formula 1.1898e-25, envelope 1.028e-23 Ha
m=0.005: beta of E1 = -0.029690+0.002422j Ha
  N=200: err E1 -1.3602e-10, formula -1.3166e-10, envelope 1.317e-10 Ha
  N=201: err E1 6.4968e-11, formula 6.4065e-11, envelope 1.235e-10 Ha
  N=48: err E1 7.063e-06 Ha, err E 2.0e-15 Ha
2D: S = 11.0342, cone constant 0.13171 Ha, from N=96,192 grids 0.13072 Ha
2D mean E = -0.1110350610 Ha = -3.021418 eV, mean E1 = -0.17940178 Ha
2D N=6: err E1 6.244e-04, cone formula 6.098e-04, err E 1.01e-05, bound 1.3e+00 Ha
2D N=12: err E1 7.984e-05, cone formula 7.622e-05, err E 2.72e-09, bound 2.3e-01 Ha
2D N=18: err E1 2.182e-05, cone formula 2.258e-05, err E 1.31e-12, bound 5.9e-02 Ha
2D N=24: err E1 9.026e-06, cone formula 9.528e-06, err E 1.11e-16, bound 1.7e-02 Ha
```
